# Why two-terminal spin-orbit conductors cannot polarize a single-mode exit lead, part 1

(Sections cited here and not found follow in the second part.)

## First half: from a one-dimensional wire to the general proof

### A number that needs a reason

A lattice model of a quantum wire 40 nm wide has a section 150 nm long with Rashba spin-orbit coupling. Two smooth, off-centre scatterers in it remove every mirror symmetry. Unpolarized electrons of energy 0.025 eV enter from the left. If the exit lead carries two propagating modes, the transmitted current has a spin polarization of $4.9\times10^{-4}$. If the exit lead carries one mode, the computed polarization is about $10^{-15}$, which is rounding error. The spin-orbit coupling and the scatterers are the same in both cases; only the potential of the exit lead differs.

The coupling is not inactive in the second case. The spin of an electron that passes through is rotated by 1.80 rad about a fixed axis. Something forbids a net polarization while allowing a large rotation. I begin with a case in which the whole solution can be written down, and then remove its special features.

Atomic units are used in the algebra. Energies in the example are in eV, device lengths in nm and Rashba strengths in eV angstrom. The wire is computed on a square lattice with a step of 5 nm. Its small reflections and polarizations are values of this lattice model, and a finer step can change them by about a factor of two. The zeros follow from symmetry and do not depend on the step.

### The strictly one-dimensional wire

Let the electron move along $x$ only, with mass $m$, potential $V(x)$ and Rashba strength $\alpha(x)$ that vanishes in the leads. With $k=-i\,d/dx$, the Hermitian Hamiltonian is

$$H=\frac{k^2}{2m}-\frac{1}{2}(\alpha k+k\alpha)\sigma_y+V .$$

The symmetrized product is needed because $k$ and $\alpha(x)$ do not commute. Expanding a square, with $\sigma_y^2=1$, gives

$$\frac{(k-m\alpha\sigma_y)^2}{2m}=\frac{k^2}{2m}-\frac{1}{2}(\alpha k+k\alpha)\sigma_y+\frac{m\alpha^2}{2},$$

so that

$$H=\frac{(k-m\alpha\sigma_y)^2}{2m}+V-\frac{m\alpha^2}{2}.$$

Now write $\psi(x)=U(x)\chi(x)$ with $U=\exp\left[i m\sigma_y\int_0^x\alpha\,dx'\right]$. Differentiating $U$ gives $k\,U\chi=U(k+m\alpha\sigma_y)\chi$, and therefore $(k-m\alpha\sigma_y)U\chi=U k\chi$. The function $\chi$ obeys

$$\left[\frac{k^2}{2m}+V-\frac{m\alpha^2}{2}\right]\chi=E\chi ,$$

in which spin does not appear. Both spin states have the same transmission amplitude, of modulus $\sqrt{T}$ and phase $\phi$. For constant $\alpha$ over a length $L$, the full $2\times2$ transmission matrix is

$$t=\sqrt{T}\,e^{i\phi}\,e^{i m\alpha L\sigma_y}.$$

Unpolarized input is an equal mixture of two orthogonal spins, so the outgoing spin state is proportional to $tt^\dagger=T\,1$. It has no polarization. A single incoming spin is rotated about $y$ by an angle of magnitude $2m\alpha L$.

In the example $\alpha=0.20$ eV angstrom and $L=1500$ angstrom. The lattice hopping is 0.06626 eV for a step of 50 angstrom, which gives $\hbar^2/2m=0.06626\times50^2=165.7$ eV angstrom$^2$. The angle is $0.20\times1500/165.7=1.81$ rad. The wire of finite width gives 1.804 rad, lower by 0.4 per cent. As $\alpha\to0$ the matrix $U$ becomes the unit matrix and the rotation disappears, as it should.

This argument depends on the appearance of a single spin matrix. In a wire of finite width the Rashba term is $\alpha(\sigma_x k_y-\sigma_y k_x)$. Its first part couples different transverse subbands and does not commute with $\sigma_y$, so no rotation of this kind removes the coupling. The result $tt^\dagger\propto1$ needs a reason that does not rely on a conserved spin component.

### Leads and the spin current

Take a conductor described by a finite Hermitian matrix $H$ in orbital and spin space. It is attached to a left lead L and a right lead R, and to nothing else. The description is coherent and elastic: interactions enter at most through a static mean potential. The leads have no spin-orbit coupling and no magnetization.

For definiteness each lead is a lattice strip with step $a$ and hopping $-\tau$ between slices. Its transverse modes $\varphi_n$ are real and orthonormal. In mode $n$, with transverse energy $\varepsilon_n$ measured from the band bottom of the two-dimensional lattice,

$$E=\varepsilon_n+2\tau-\tau(\lambda_n+\lambda_n^{-1}).$$

A propagating outgoing wave has $\lambda_n=e^{i\theta_n}$ with $\sin\theta_n>0$. An evanescent one has real $\lambda_n$ with $|\lambda_n|<1$.

Let $\psi_N$ be the wavefunction on the last slice of the conductor. If waves only leave to the right, the next slice has

$$\psi_{N+1}=\Lambda\psi_N,\qquad \Lambda=\sum_n\lambda_n\,\varphi_n\varphi_n^T .$$

The Schrödinger equation on slice $N$ contains $-\tau\psi_{N+1}=-\tau\Lambda\psi_N$. The lead can thus be replaced by a self-energy, with a corresponding width matrix:

$$\Sigma_R=-\tau\sum_n\lambda_n\varphi_n\varphi_n^T\otimes1,\qquad
\Gamma_R=i(\Sigma_R-\Sigma_R^\dagger)=\sum_n\gamma_n\varphi_n\varphi_n^T\otimes1 .$$

Here $\gamma_n=2\tau\sin\theta_n$ for a propagating mode, because $i(-\tau)(\lambda_n-\lambda_n^*)=2\tau\,\mathrm{Im}\,\lambda_n$. For an evanescent mode $\lambda_n$ is real and $\gamma_n=0$. The group velocity is $dE/dk=2\tau a\sin\theta_n=a\gamma_n$, so $\gamma_n$ is the velocity divided by the lattice step.

On the left, let a wave of mode $l$ and spin $s$ arrive with unit amplitude on slice 1. The reflected waves have amplitudes $r_n$, and therefore

$$\psi_1=\varphi_l s+\sum_n r_n\varphi_n,\qquad
\psi_0=\lambda_l^{-1}\varphi_l s+\sum_n\lambda_n r_n\varphi_n .$$

Eliminating $r_n$ gives $\psi_0=\Lambda\psi_1+(\lambda_l^{-1}-\lambda_l)\varphi_l s$, where $\Lambda$ now refers to L. The bracket equals $-2i\sin\theta_l$. Multiplication by the hopping $-\tau$ gives the source $+i\gamma_l\varphi_l s$, and the wave inside the conductor is

$$\psi=i\gamma_l\,G\,|\varphi_l s\rangle,\qquad G=(E-H-\Sigma_L-\Sigma_R)^{-1}.$$

The inverse exists unless there is a bound state at $E$ that has no outgoing flux. Such an isolated energy is treated as a limit.

The spin current follows from the equation of motion. From $i\dot\psi=H\psi$ we have $d(\psi_j^\dagger\sigma_\mu\psi_j)/dt=2\,\mathrm{Im}\,\psi_j^\dagger\sigma_\mu(H\psi)_j$ on a lead slice, where the lead Hamiltonian commutes with $\sigma_\mu$. The hopping to slice $j+1$ contributes $-2\tau\,\mathrm{Im}\,\psi_j^\dagger\sigma_\mu\psi_{j+1}$. This is a loss, so the current to the right is

$$J_\mu=2\tau\,\mathrm{Im}\,\psi_j^\dagger\sigma_\mu\psi_{j+1}.$$

Spin is counted in units of $\hbar/2$. The index $\mu=0$, with $\sigma_0=1$, gives the particle current. A unit plane wave carries particle current $2\tau\sin\theta_n=\gamma_n$.

On the exit bond $\psi_{N+1}=\Lambda\psi_N$, and $2\tau\,\mathrm{Im}$ acting on the symmetric matrix $\Lambda$ gives $\Gamma_R$. Hence $J_\mu=\psi_N^\dagger\sigma_\mu\Gamma_R\psi_N$. Cross terms between transverse modes vanish by orthogonality, and evanescent waves carry no current here.

Now divide by the incident flux $\gamma_l$ and sum over incident modes and both spins. The factors of $\gamma_l$ combine as $\gamma_l^2/\gamma_l=\gamma_l$, which rebuilds $\Gamma_L$:

$$T_\mu=\mathrm{Tr}\left[\sigma_\mu\Gamma_R G\Gamma_L G^\dagger\right].$$

The polarization is $P=|\mathbf T|/T_0$ with $\mathbf T=(T_x,T_y,T_z)$. This formula was tested against bond currents of wavefunctions matched directly to the lead waves, for one or two modes in either lead. All four current components agreed within $10^{-9}$.

### What time reversal does to the Green function

Time reversal acts on a spin-1/2 wave as $\psi\to\sigma_y\psi^*$, up to a phase. The conductor is symmetric under it if

$$H=\sigma_yH^*\sigma_y .$$

Rashba coupling qualifies, since momentum and spin both change sign. So does any other spin-orbit coupling in a static, non-magnetic potential. A Zeeman term does not, because it contains spin alone.

Hermiticity means $H^*=H^T$, so $\sigma_yH^T\sigma_y=H$. The self-energies are symmetric matrices, because the $\varphi_n$ are real, and they are proportional to the unit matrix in spin space. They therefore satisfy the same relation. Transposing the inverse that defines $G$ and placing $\sigma_y$ on each side gives

$$\sigma_yG^T\sigma_y=\left(E-\sigma_yH^T\sigma_y-\Sigma_L-\Sigma_R\right)^{-1}=G .$$

The transpose, not the complex conjugate, appears here. Conjugation would turn the outgoing waves in $\Sigma$ into incoming ones.

### One exit mode

Suppose R has one propagating mode. Write it as $|\chi\rangle$, so that $\Gamma_R=\gamma|\chi\rangle\langle\chi|\otimes1$ with $\chi$ real. Define the $2\times2$ spin matrix $g=\langle\chi|G|\chi\rangle$. Because the same orbital stands on both sides, the symmetry of $G$ becomes a condition on this one matrix:

$$g=\sigma_yg^T\sigma_y .$$

Expand $g=g_0+\mathbf g\cdot\boldsymbol\sigma$. The matrices $\sigma_x$ and $\sigma_z$ are symmetric and anticommute with $\sigma_y$; the matrix $\sigma_y$ is antisymmetric and commutes with itself. In all three cases $\sigma_y\sigma_\mu^T\sigma_y=-\sigma_\mu$. The condition therefore reads $\mathbf g=-\mathbf g$, and

$$g=g_0\,1 .$$

An electron that starts in the exit mode and returns to it has no memory of a spin axis. Each path that rotates the spin is accompanied by its reversed path with the opposite rotation, and their sum is a scalar.

We need $G\Gamma_LG^\dagger$, not $G$ itself. Since $H$ is Hermitian,

$$(G^\dagger)^{-1}-G^{-1}=\Sigma_L+\Sigma_R-\Sigma_L^\dagger-\Sigma_R^\dagger=-i(\Gamma_L+\Gamma_R).$$

Multiply by $G$ on the left and $G^\dagger$ on the right. The left side becomes $G-G^\dagger$, and after multiplication by $i$,

$$i(G-G^\dagger)=G\Gamma_LG^\dagger+G\Gamma_RG^\dagger .$$

Take the matrix element in $\chi$. The last term is $\gamma gg^\dagger=\gamma|g_0|^2$, and $i(g_0-g_0^*)=-2\,\mathrm{Im}\,g_0$. Thus

$$\langle\chi|G\Gamma_LG^\dagger|\chi\rangle=\left(-2\,\mathrm{Im}\,g_0-\gamma|g_0|^2\right)1 .$$

Multiplication by $\gamma\sigma_\mu$ and a spin trace give $T_\mu=0$ for $\mu=x,y,z$, because each Pauli matrix is traceless. This is the required result. The transmission per exit spin is

$$T=\gamma\left(-2\,\mathrm{Im}\,g_0-\gamma|g_0|^2\right),\qquad T_0=2T .$$

Two limits check the signs. In a uniform one-mode chain without a scatterer, $g_0=-i/\gamma$, and $T=2-1=1$. If the conductor is cut off from L, the exit mode is fully reflected, $G\Gamma_LG^\dagger$ vanishes and $T=0$.

For the wire with one mode in each lead, $\gamma=0.06107$ eV and $g_0=(-0.248-15.645i)$ eV$^{-1}$. The two terms are $-2\gamma\,\mathrm{Im}\,g_0=1.9109$ and $\gamma^2|g_0|^2=0.9131$. Their difference is 0.9978, in agreement with the transmission from the matched wavefunctions.

## Second half: scattering form, limits and a real wire

The symbols needed from the first half are these. $G$ is the retarded Green function of the conductor with leads L and R, and $\Gamma_L,\Gamma_R$ are their width matrices. Time reversal gives $G=\sigma_yG^T\sigma_y$, and the two-terminal identity is $i(G-G^\dagger)=G(\Gamma_L+\Gamma_R)G^\dagger$. With one exit mode $\chi$ of width $\gamma$, these force $\langle\chi|G|\chi\rangle=g_0 1$ and remove the spin part of the transmitted current. The vector $\mathbf T$ and the number $T_0$ are the spin and particle transmissions for unpolarized input, and $P=|\mathbf T|/T_0$.

### Reflection, bias and polarized input

The amplitudes per square root of flux follow from $\psi=i\gamma_lG|\varphi_ls\rangle$. Project on exit mode $n$ and multiply by $\sqrt{\gamma_n/\gamma_l}$:

$$t_{nl}=i\sqrt{\gamma_n\gamma_l}\,\langle\varphi_n|G|\varphi_l\rangle .$$

For a wave incident from R, the same construction gives a reflected amplitude with the incident wave subtracted. In one-mode form it is $r_R=-1+i\gamma g$. Multiplying out,

$$r_Rr_R^\dagger=1-\gamma\left[i(g-g^\dagger)-\gamma gg^\dagger\right]=1-tt^\dagger ,$$

where the identity for $G$ was used in the last step. For several exit modes the factors $\gamma$ become diagonal matrices $\sqrt\gamma$ on each side, and the same relation follows.

This relation also settles the current at finite bias. Each lead mode and spin supplies $1/2\pi$ electrons per unit time and energy, multiplied by the occupation $f_L$ or $f_R$. The outgoing spin in R is proportional to $\mathrm{Tr}\,\sigma_\mu(f_Ltt^\dagger+f_Rr_Rr_R^\dagger)$. The incoming electrons are unpolarized and contribute nothing. Since $\mathrm{Tr}\,\sigma_\mu=0$,

$$J_\mu=\frac{1}{2\pi}\int dE\,(f_L-f_R)\,T_\mu(E).$$

The spin current is zero at finite bias if every energy in the bias window has one exit mode and if the biased Hamiltonian remains time-reversal symmetric.

With one mode in each lead, $t$ is a $2\times2$ matrix with $tt^\dagger=T1$. For $T>0$, $t/\sqrt T$ is unitary. A polarized input therefore keeps its degree of polarization, and its direction is rotated. The one-dimensional result had this form with a known axis; in general the axis depends on the conductor. The theorem forbids the creation of polarization in the exit current, and it permits manipulation of polarization already present.

### Many entrance modes

The number of modes in L was never used to show $\mathbf T=0$. It enters $\Gamma_L$, which is eliminated by the spectral identity. One mode in the exit lead is sufficient.

Lowering the potential of the entrance lead by 0.030 eV opens its second mode while the exit keeps one. The total transmission is then 1.80, and the polarization remains at rounding error. As a test outside this wire, twenty random time-reversal-symmetric conductors with ten orbitals, three entrance modes and one exit mode gave a largest $P$ of $7\times10^{-15}$. When the symmetry was removed from their Hamiltonians, the mean $P$ was 0.29. Adding Dresselhaus coupling of 0.05 eV angstrom to the wire also left $P$ at rounding error.

In a coherent two-terminal conductor with time-reversal symmetry and spin-orbit-free leads, unpolarized input gives no spin polarization in a one-mode exit, however many entrance modes there are, although a polarized input can still be rotated. It remains to see what a second exit mode permits, and what happens with a magnetic field, a third terminal, finite temperature and the conditions of a real wire.
